# Two-pulse photon echo on a Gaussian line: area law and decay

**Question**

I am trying to work out the echo from a gas of two-level atoms whose transition frequencies have a Gaussian spread. A short resonant pulse of area \(\theta_1\) arrives at \(t=0\) and a second one, of area \(\theta_2\), at \(t=\tau\). I am supposed to show that an echo forms at \(2\tau\), that its amplitude is proportional to \(\sin\theta_1\sin^2(\theta_2/2)\), and that its intensity decays as \(\exp(-4\tau/T_2)\).

After the first pulse I average \(e^{-i\Delta t}\) over the detunings and get a Gaussian that drops to zero. I don't see how a second pulse can bring the signal back, particularly if it is not a \(\pi\) pulse. Where does the square of the sine come from? And if everything is also decaying with \(T_2\), why should the maximum sit at \(2\tau\) rather than a little earlier?

**Answer**

The average you computed goes to zero because the atoms get out of step, although each of them still has its coherence. The second pulse replaces part of each atom's coherence by its complex conjugate, which reverses the phase accumulated so far. To see how large that part is, follow one atom through both pulses and average over the line at the end. Your suspicion about the maximum is also right, as shown below.

**Conventions and the action of a pulse**

Let \(\omega_0\) be the frequency of a given atom, \(\omega_L\) that of the laser, and \(\Delta=\omega_0-\omega_L\). In the frame rotating at \(\omega_L\), and in the rotating-wave approximation,

\[
\frac{H}{\hbar}=\Delta|e\rangle\langle e|+\frac{\Omega}{2}K,\qquad
K=e^{i\varphi}|e\rangle\langle g|+e^{-i\varphi}|g\rangle\langle e| .
\]

Here \(\Omega\) is the Rabi frequency and \(\varphi\) the optical phase of the pulse. I describe the atom by

\[
S=2\rho_{eg},\qquad w=\rho_{ee}-\rho_{gg},
\]

so that \(|S|\le1\), and \(w=-1\) in the ground state.

Assume that the pulse is so short that detuning and relaxation do nothing while it lasts. Only \(K\) then acts, and the pulse area is \(\theta=\int\Omega\,dt\). Since \(K^2=1\), the exponential series separates into even and odd powers:

\[
U=e^{-i\theta K/2}=c-isK,\qquad c=\cos\frac{\theta}{2},\quad s=\sin\frac{\theta}{2}.
\]

Its matrix elements are \(U_{ee}=U_{gg}=c\), \(U_{eg}=-ise^{i\varphi}\) and \(U_{ge}=-ise^{-i\varphi}\). For \(\rho'=U\rho U^\dagger\) we also need \((U^\dagger)_{eg}=U_{ge}^*=ise^{i\varphi}\) and \((U^\dagger)_{gg}=c\). The four contributions to the new coherence are

\[
\begin{aligned}
\rho'_{eg}&=U_{ee}\rho_{ee}(U^\dagger)_{eg}+U_{ee}\rho_{eg}(U^\dagger)_{gg}\\
&\quad+U_{eg}\rho_{ge}(U^\dagger)_{eg}+U_{eg}\rho_{gg}(U^\dagger)_{gg}\\
&=isc\,e^{i\varphi}(\rho_{ee}-\rho_{gg})+c^2\rho_{eg}+s^2e^{2i\varphi}\rho_{ge}.
\end{aligned}
\]

The sign of the last term comes from \((-is)(is)=s^2\). Multiply by 2, and use \(\rho_{ge}=\rho_{eg}^*\) and \(2sc=\sin\theta\):

\[
S'=\cos^2\frac{\theta}{2}\,S+\sin^2\frac{\theta}{2}\,e^{2i\varphi}S^*+i\sin\theta\,e^{i\varphi}w. \tag{1}
\]

This answers the question about the squared sine. To turn \(\rho_{ge}\) into \(\rho_{eg}\), the pulse must carry \(g\) to \(e\) on one side of the density matrix and \(e\) to \(g\) on the other. Each transfer has an amplitude of magnitude \(\sin(\theta/2)\), and the two multiply. A \(\pi\) pulse conjugates the whole coherence; a weaker pulse conjugates a part of it.

We also need the inversion after the first pulse, which finds an atom without coherence. In that case \(\rho'_{ee}=c^2\rho_{ee}+s^2\rho_{gg}\). Inserting \(\rho_{ee}=(1+w)/2\) and \(\rho_{gg}=(1-w)/2\) gives

\[
w'=2\rho'_{ee}-1=c^2(1+w)+s^2(1-w)-1=w\cos\theta .
\]

**Between the pulses**

With the laser off, the commutator gives \(-i\Delta\rho_{eg}\). Add exponential relaxation, with coherence lifetime \(T_2\) and population lifetime \(T_1\), towards the ground state:

\[
\dot S=-\left(i\Delta+\frac1{T_2}\right)S,\qquad \dot w=-\frac{w+1}{T_1}.
\]

The atom starts with \(S=0\), \(w=-1\). By (1), the first pulse leaves \(S=-i\sin\theta_1e^{i\varphi_1}\), and the inversion becomes \(-\cos\theta_1\). Just before the second pulse,

\[
\begin{aligned}
S(\tau^-)&=-i\sin\theta_1\,e^{i\varphi_1}e^{-i\Delta\tau}e^{-\tau/T_2},\\
w(\tau^-)&=-1+(1-\cos\theta_1)e^{-\tau/T_1}.
\end{aligned}
\]

The conjugate of the first line is

\[
S^*(\tau^-)=+i\sin\theta_1\,e^{-i\varphi_1}e^{+i\Delta\tau}e^{-\tau/T_2}.
\]

The detuning phase has changed sign, but the decay factor is real and has not. This is why the second pulse can undo the spread of frequencies and cannot undo \(T_2\).

**After the second pulse**

Apply (1) with \(\theta_2,\varphi_2\), then let the atom evolve freely for a time \(t-\tau\), which multiplies everything by \(e^{-(i\Delta+1/T_2)(t-\tau)}\). The result is a sum \(S=S_1+S_{\rm echo}+S_2\):

\[
\begin{aligned}
S_1&=-i\sin\theta_1\cos^2\tfrac{\theta_2}{2}\,e^{i\varphi_1}e^{-t/T_2}e^{-i\Delta t},\\
S_{\rm echo}&=i\sin\theta_1\sin^2\tfrac{\theta_2}{2}\,e^{i(2\varphi_2-\varphi_1)}e^{-t/T_2}e^{-i\Delta(t-2\tau)},\\
S_2&=i\sin\theta_2\,w(\tau^-)\,e^{i\varphi_2}e^{-(t-\tau)/T_2}e^{-i\Delta(t-\tau)}.
\end{aligned}
\]

In the echo term the phases combine as \(+\Delta\tau-\Delta(t-\tau)=-\Delta(t-2\tau)\). At \(t=2\tau\) this vanishes for every \(\Delta\), so all atoms are in step again. The term \(S_1\) is what remains of the free-induction signal of the first pulse, and \(S_2\) is the free-induction signal that the second pulse creates from the population difference.

**Averaging over the line**

Take a Gaussian distribution of \(\Delta\) with mean zero and standard deviation \(\sigma\). For a time \(x\) we need the average of \(e^{-i\Delta x}\). Completing the square gives

\[
-\frac{\Delta^2}{2\sigma^2}-i\Delta x=-\frac{(\Delta+i\sigma^2x)^2}{2\sigma^2}-\frac{\sigma^2x^2}{2}.
\]

The integration path can be shifted by \(i\sigma^2x\), because the Gaussian has no singularities and vanishes at both ends of the strip. The remaining normalized integral is 1, hence

\[
\langle e^{-i\Delta x}\rangle=e^{-\sigma^2x^2/2}.
\]

The arguments \(x\) are \(t\), \(t-2\tau\) and \(t-\tau\) for the three terms. At \(t=2\tau\) their line averages are therefore

\[
e^{-2\sigma^2\tau^2},\qquad 1,\qquad e^{-\sigma^2\tau^2/2}.
\]

If the two free-induction terms are negligible, what is left is

\[
|\langle S(2\tau)\rangle|=|\sin\theta_1|\,\sin^2\frac{\theta_2}{2}\,e^{-2\tau/T_2}. \tag{2}
\]

The modulus allows for \(\theta_1>\pi\), where \(\sin\theta_1\) is negative.

How large must \(\sigma\tau\) be? Of the two free-induction terms, \(S_2\) has the line average that falls more slowly with \(\tau\). With \(|w|\le1\) and \(\sin\theta_2=2\sin(\theta_2/2)\cos(\theta_2/2)\), the size of \(S_2\) relative to the echo at \(2\tau\) is at most

\[
\frac{2|\cot(\theta_2/2)|}{|\sin\theta_1|}\,\exp\left(\frac{\tau}{T_2}-\frac{\sigma^2\tau^2}{2}\right).
\]

For \(S_1\) the ratio is \(\cot^2(\theta_2/2)\,e^{-2\sigma^2\tau^2}\). It can be the larger of the two, for instance when \(w(\tau^-)\) is close to zero. For a line much broader than \(1/T_2\) and pulse areas that do not make either prefactor large, \(\sigma\tau\gg1\) is enough. For \(\theta_2=\pi\), both free-induction terms vanish within this short-pulse model, and (2) holds at \(2\tau\) for any \(\sigma\tau\).

**From amplitude to intensity**

The polarization of the sample is proportional to \(\langle S\rangle\). In an optically thin sample, where the emitted field does not act back on the atoms, that field is proportional to the polarization. The coherent intensity is therefore

\[
I(2\tau)\propto|\langle S(2\tau)\rangle|^2=\sin^2\theta_1\,\sin^4\frac{\theta_2}{2}\,e^{-4\tau/T_2}.
\]

The factor 4 has two sources: the coherence lives for a time \(2\tau\), and the intensity is the square of the amplitude. Note the variable: this is a decay with the pulse separation. Plotted against \(\tau\), the intensity has the \(1/e\) time \(T_2/4\); plotted against the echo time \(2\tau\), it has \(T_2/2\).

\(T_1\) appears explicitly in \(w(\tau^-)\), which enters \(S_2\) alone. At fixed \(T_2\) it does not affect the echo term. Population decay does contribute to \(T_2\) itself, through \(1/T_2=1/(2T_1)+\gamma_\phi\), where \(\gamma_\phi\) is the pure dephasing rate.

**Where the maximum sits**

The time \(2\tau\) is when the detuning phases cancel. The echo envelope also contains \(e^{-t/T_2}\), so its maximum is found from the exponent

\[
f(t)=-\frac{t}{T_2}-\frac{\sigma^2(t-2\tau)^2}{2},\qquad
f'(t)=-\frac1{T_2}-\sigma^2(t-2\tau)=0 .
\]

This gives

\[
t_{\rm max}=2\tau-\frac{1}{\sigma^2T_2}.
\]

So the maximum does come early, by an amount independent of \(\tau\). Substituting back,

\[
f(t_{\rm max})=-\frac{2\tau}{T_2}+\frac1{\sigma^2T_2^2}-\frac1{2\sigma^2T_2^2}
=-\frac{2\tau}{T_2}+\frac1{2\sigma^2T_2^2}.
\]

The correction to the height is also independent of \(\tau\). A measurement at the maximum and one at \(2\tau\) therefore give the same decay constant, as long as the echo is separate from the free-induction signals.

Since \(f\) is quadratic, the intensity profile is \(e^{-\sigma^2(t-t_{\rm max})^2}\) times its peak value. It falls to one half at \(|t-t_{\rm max}|=\sqrt{\ln2}/\sigma\), so the full width at half maximum is \(2\sqrt{\ln2}/\sigma\). A broader line gives a shorter echo.

The opposite limit is instructive. As \(\sigma\to0\), the formula for \(t_{\rm max}\) moves to times before the second pulse, where the echo expression does not apply. Identical atoms never get out of step, and after the second pulse their signal just decays as \(e^{-t/T_2}\). Equation (2) can still give the signal at \(2\tau\) for a \(\pi\) pulse, but there is no revival to call an echo.

**Numbers**

Take the round model values \(\sigma=0.5\) rad/ns, \(\tau=20\) ns, \(T_2=100\) ns, \(T_1=80\) ns, \(\theta_1=\pi/3\) and \(\theta_2=2\pi/3\). The full width of the line at half maximum is \(2\sqrt{2\ln2}\,\sigma/(2\pi)=0.187\) GHz. Neither pulse has the optimum area, so both factors matter:

\[
\sin\theta_1\sin^2\frac{\theta_2}{2}=0.8660\times0.7500=0.6495 .
\]

Dephasing contributes \(e^{-40/100}=0.6703\), and thus

\[
|\langle S(2\tau)\rangle|=0.6495\times0.6703=0.4354,\qquad
|\langle S(2\tau)\rangle|^2=0.1896 .
\]

Since \(\sigma\tau=10\), the line averages of the free-induction terms at \(2\tau\) are \(e^{-200}\) and \(e^{-50}\), which are negligible. The maximum comes \(1/(0.25\times100)=0.04\) ns early, at 39.96 ns. This is small compared with the intensity width of 3.33 ns.

The dark interval before the echo is just as telling. At \(t=30\) ns, midway between the second pulse and the echo, the summed signal for pulse phases \(\varphi_1=0.4\) and \(\varphi_2=1.1\) rad is \(|\langle S\rangle|=1.2\times10^{-6}\). Ten nanoseconds later it is 0.4354. No atom has gained coherence in between: each \(|S|\) has shrunk by \(e^{-10/100}\). The revival belongs to the sum.

Now vary the pulse separation and keep everything else fixed:

- \(\tau=20\) ns: intensity 0.1896
- \(\tau=30\) ns: intensity 0.1271
- \(\tau=40\) ns: intensity 0.0852
- \(\tau=50\) ns: intensity 0.0571

Each extra 10 ns multiplies the intensity by \(e^{-40/100}=0.6703\). From the end points, the logarithmic slope is \(\ln(0.0571/0.1896)/(30\text{ ns})=-0.0400\) per ns. Setting this equal to \(-4/T_2\) returns \(T_2=100\) ns.

The best pulse pair follows from (2): \(|\sin\theta_1|\) and \(\sin^2(\theta_2/2)\) are each at most 1, and both reach 1 for \(\theta_1=\pi/2\), \(\theta_2=\pi\). The amplitude at \(\tau=20\) ns is then 0.6703 and the intensity 0.4493, which is 2.37 times that of the pair used above. Two \(\pi/2\) pulses also work: their area factor is \(1\times\frac12\), which gives a quarter of the optimum intensity.

**When the simple law fails**

*The pulses are too close together.* Keep the same areas but set \(\tau=2\) ns, so that \(\sigma\tau=1\), and let both optical phases be zero. All three averaged terms at \(2\tau\) are then imaginary. The echo term is

\[
\frac{\langle S_{\rm echo}\rangle}{i}=0.6495\,e^{-0.04}=0.6241 .
\]

The inversion before the second pulse is \(w=-1+0.5\,e^{-0.025}=-0.5123\), and the other two terms are

\[
\begin{aligned}
\frac{\langle S_1\rangle}{i}&=-0.8660\times0.25\,e^{-0.04}e^{-2}=-0.0282,\\
\frac{\langle S_2\rangle}{i}&=-0.8660\times0.5123\,e^{-0.02}e^{-0.5}=-0.2638 .
\end{aligned}
\]

They add up to \(0.6241-0.0282-0.2638=0.3321\), little more than half of the echo term. The rephasing still takes place, but a detector sees the sum. The interference depends on \(\varphi_2-\varphi_1\), because the three terms carry different combinations of the optical phases.

Crossed beams exploit that difference. With \(\varphi_j=\mathbf k_j\cdot\mathbf r\), the echo polarization varies as \(e^{i(2\mathbf k_2-\mathbf k_1)\cdot\mathbf r}\), while the free-induction terms follow \(\mathbf k_1\) and \(\mathbf k_2\). The echo can thus leave in its own direction. For a small angle \(\alpha\) between beams of equal wavenumber \(k\),

\[
|2\mathbf k_2-\mathbf k_1|=k\sqrt{5-4\cos\alpha}\approx k(1+\alpha^2),
\]

so emission from a sample of length \(L\) stays in phase if \(k\alpha^2L\ll1\). This treats the atoms as fixed in space. In a gas whose spread is Doppler broadening, \(\sigma=kv_{\rm rms}\) with \(v_{\rm rms}\) the spread of one velocity component, an atom moves between the pulses and the echo. With \(\mathbf r(t)=\mathbf r_0+\mathbf vt\), the echo term at \(2\tau\) keeps the phase \(2\tau\,\mathbf v\cdot(\mathbf k_1-\mathbf k_2)\), and \(|\mathbf k_1-\mathbf k_2|\approx k\alpha\). The Gaussian average multiplies the amplitude by \(e^{-2\sigma^2\alpha^2\tau^2}\), a loss that is not exponential in \(\tau\). Crossed beams therefore also need \(\sigma\tau\alpha\ll1\). For \(\alpha=3\) mrad and \(\tau=100\) ns the factor is 0.956 at \(\sigma=0.5\) rad/ns but 0.056 at \(\sigma=4\) rad/ns.

*The pulses are too long.* The derivation neglected \(\Delta\) during a pulse, which requires a pulse duration \(t_p\) with \(\sigma t_p\ll1\). Since \(\theta=\Omega t_p\) for a rectangular pulse, this means \(\Omega\gg\sigma\) for areas of order one radian. To see what happens otherwise, I solved the density-matrix equation with detuning and relaxation acting during rectangular pulses, using matrix exponentials for 401 detunings and summing with Gaussian weights. The pulses were centred at 0 and \(\tau=20\) ns. With 0.1 ns pulses the signal at \(2\tau\) is 0.4353, against 0.4354 for ideal pulses. With 4 ns pulses it is 0.3043, which is 30% lower. In the long pulses the Rabi frequencies are \((\pi/3)/4=0.26\) and \((2\pi/3)/4=0.52\) rad/ns, no longer large compared with \(\sigma=0.5\) rad/ns. Many atoms then do not undergo the rotation assumed in (1).

*The detunings change with time.* If an atom's detuning is \(\Delta(t)\), the same steps leave the echo term at \(2\tau\) with the phase

\[
\int_0^\tau\Delta(t)\,dt-\int_\tau^{2\tau}\Delta(t)\,dt .
\]

It vanishes for a constant detuning, but not in general for a drifting one. Slow frequency changes that differ from atom to atom can therefore add a loss that need not be exponential in \(\tau\). When it is not, a single \(T_2\) does not describe the decay.

*The beam is not uniform.* If the areas vary across the sample, the factor \(\sin\theta_1\sin^2(\theta_2/2)\) must be averaged over the atoms, in an order that depends on the detector. The far-field intensity on the echo axis is the square of the averaged factor, because the fields of all atoms add there in phase. The total power of the whole echo beam is instead the integral of the squared factor over the beam cross-section. The dependence on \(\tau\) is unchanged as long as \(T_2\) is the same everywhere, but the best nominal areas may differ from \(\pi/2\) and \(\pi\).

The Gaussian shape, by contrast, is not essential to the rephasing. At \(2\tau\) the factor \(e^{-i\Delta(t-2\tau)}\) is 1 for each atom, whatever the distribution. The Gaussian fixes the shape of the echo in time and how fast the free-induction signals get out of its way.
